# Transmission through Single and Random Dimer Impurities in a Tight-Binding Chain: test program

```python
# Result under test: in a chain with hopping -J and host site energy eps_a, two
# adjacent sites of energy eps_b = eps_a + delta transmit perfectly at E = eps_b
# when |delta| < 2J, and so does every random arrangement of such dimers.
# Near eps_b: <ln T> = -L/ell, 1/ell = R1*q/(1-q^2), where R1 is the reflection
# of one dimer and q the probability that the next element is a dimer (else one
# host site). Energies are in eV, lengths in nm, masses in electron masses.
# The example is a superlattice of wells; its minibands supply eps_a, eps_b, J.
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.linalg import eigvalsh_tridiagonal

rng = np.random.default_rng(12345)
KIN = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/(2 m_e), eV nm^2
MASS, HEIGHT, BARRIER = 0.067, 0.30, 3.0
WELL_A, WELL_B = 3.0, 2.6
Q, CELLS = 0.2, 200


# ---------- continuous superlattice ----------
def layer(E, V, width, mass):
    """Transfer matrix of (psi, psi'/mass) through a uniform layer."""
    k = np.sqrt(complex((E - V) * mass / KIN))
    c, s = np.cos(k * width), np.sin(k * width)
    return np.array([[c, mass * s / k], [-k * s / mass, c]]).real


def cell(E, well, m_well=MASS, m_barrier=MASS):
    half = layer(E, HEIGHT, BARRIER / 2, m_barrier)
    return half @ layer(E, 0.0, well, m_well) @ half


def miniband(well, m_well=MASS, m_barrier=MASS):
    """Bottom, centre (zero trace) and top of the lowest miniband."""
    def f(E, c):
        return np.trace(cell(E, well, m_well, m_barrier)) / 2 - c
    return [brentq(f, 0.02, 0.29, args=(c,)) for c in (1.0, 0.0, -1.0)]


def bloch_transmission(host, inserted):
    """Transmission of a host Bloch wave through an inserted section."""
    u = np.linalg.eig(host)[1][:, 0]
    basis = np.column_stack([u, u.conj()])
    return 1 / abs((np.linalg.inv(basis) @ inserted @ basis)[0, 0])**2


bot_a, eps_a, top_a = miniband(WELL_A)
bot_b, eps_b, top_b = miniband(WELL_B)
J, J_b = (top_a - bot_a) / 4, (top_b - bot_b) / 4
delta = eps_b - eps_a
J2 = (2 * eps_a - bot_a - top_a) / 8     # second-neighbour hopping is -J2
assert 0 < abs(delta) < 2 * J

# Miniband edges against plane-wave diagonalization
period = WELL_A + BARRIER
n = np.arange(-40, 41)
diff = n[:, None] - n[None, :]
V_pw = HEIGHT * ((diff == 0) - WELL_A / period * np.sinc(diff * WELL_A / period))
for kd, edge in ((0.0, bot_a), (np.pi / 2, eps_a), (np.pi, top_a)):
    kinetic = np.diag(KIN / MASS * ((kd + 2 * np.pi * n) / period)**2)
    assert abs(np.linalg.eigvalsh(kinetic + V_pw)[0] - edge) < 1e-5


# ---------- tight-binding chain ----------
def green_amplitude(E, energies):
    """Transmission amplitude between host leads, from the Green function."""
    size = len(energies)
    k = np.arccos((eps_a - E) / (2 * J))
    A = np.diag(E - np.asarray(energies)).astype(complex)
    A += J * (np.eye(size, k=1) + np.eye(size, k=-1))
    A[0, 0] += J * np.exp(1j * k)
    A[-1, -1] += J * np.exp(1j * k)
    source = np.zeros(size, complex)
    source[0] = 1
    return 2j * J * np.sin(k) * np.linalg.solve(A, source)[-1]


def dimer_formula(E):
    return 1 / (1 + delta**2 * (E - eps_b)**2
                / (J**2 * (4 * J**2 - (E - eps_a)**2)))


def random_dimers(length):
    sites = []
    while len(sites) < length:
        pair = rng.random() < Q and len(sites) < length - 1
        sites += [eps_b, eps_b] if pair else [eps_a]
    return np.array(sites)


def log_transmission(E, length, chains, paired=True, prob=Q, noise=0.0):
    """ln T of many random chains, by site recursion from the outgoing wave."""
    k = np.arccos((eps_a - E) / (2 * J))
    right = np.full(chains, np.exp(1j * k))
    here = np.ones(chains, complex)
    second = np.zeros(chains, bool)
    for site in range(length):
        start = (rng.random(chains) < prob) & ~second
        if paired and site == length - 1:
            start[:] = False
        energy = np.where(start | second, eps_b, eps_a)
        if noise > 0:
            energy = energy + noise * rng.standard_normal(chains)
        right, here = here, (energy - E) / J * here - right
        if paired:
            second = start
    incident = (right - here * np.exp(-1j * k)) / (2j * np.sin(k))
    return -2 * np.log(np.abs(incident))


# One dimer: whole band, phase at resonance, single impurity
host4 = [eps_a] * 4
dimer4 = [eps_a, eps_b, eps_b, eps_a]
for E in eps_a + 2 * J * np.linspace(-0.97, 0.97, 41):
    assert abs(abs(green_amplitude(E, dimer4))**2 - dimer_formula(E)) < 1e-10
k0 = np.arccos(-delta / (2 * J))
ratio = green_amplitude(eps_b, dimer4) / green_amplitude(eps_b, host4)
assert abs(ratio + np.exp(-2j * k0)) < 1e-10
T_dimer = abs(green_amplitude(eps_b, dimer4))**2
T_single = abs(green_amplitude(eps_b, [eps_a, eps_b, eps_a]))**2
assert abs(T_single - (1 - delta**2 / (4 * J**2))) < 1e-10

# Dimer level outside the host band: no perfect transmission
far = eps_a + 2.5 * J
T_far = max(abs(green_amplitude(E, [far, far]))**2
            for E in eps_a + 2 * J * np.linspace(-0.999, 0.999, 801))
assert T_far < 0.95

# Random dimers at resonance, by two routes
T_random = abs(green_amplitude(eps_b, random_dimers(300)))**2
assert abs(T_random - 1) < 1e-8
assert np.max(np.abs(log_transmission(eps_b, CELLS, 500))) < 1e-8


# Localization near resonance, level count and site disorder
def window(length):
    return (J * np.sqrt(4 * J**2 - delta**2) / abs(delta)
            * np.sqrt((1 - Q**2) / (Q * length)))


def extended_count(length):
    return 2 / np.pi * J / abs(delta) * np.sqrt((1 - Q**2) * length / Q)


LONG = 4000
half_long = window(LONG)
lnT_long = np.mean([log_transmission(eps_b + s * half_long, LONG, 4000).mean()
                    for s in (-1, 1)])
assert abs(lnT_long + 1) < 0.07          # sampling error is near 0.015
counts = [len(eigvalsh_tridiagonal(
    random_dimers(LONG), np.full(LONG - 1, -J), select='v',
    select_range=(eps_b - half_long, eps_b + half_long))) for _ in range(20)]
count_long = np.mean(counts)
assert abs(count_long / extended_count(LONG) - 1) < 0.04
w_long = np.sqrt((4 * J**2 - delta**2) / LONG)
lnT_noise = log_transmission(eps_b, LONG, 4000, noise=w_long).mean()
assert abs(lnT_noise + 1) < 0.08         # sampling error is near 0.02

# Example chain: pairs against unpaired impurities of equal concentration
conc = 2 * Q / (1 + Q)
lnT_unpaired = log_transmission(eps_b, CELLS, 4000, False, conc).mean()
assert lnT_unpaired < -3
half = window(CELLS)
lnT_low = log_transmission(eps_b - half, CELLS, 4000).mean()
lnT_high = log_transmission(eps_b + half, CELLS, 4000).mean()

# Resonance in the continuous superlattice, also with heavier masses
host, cell_b = cell(eps_b, WELL_A), cell(eps_b, WELL_B)
T_cont = bloch_transmission(host, cell_b @ cell_b)
T_cont_single = bloch_transmission(host, cell_b)
assert abs(T_cont - 1) < 1e-8 and T_cont_single < 0.99
product = np.eye(2)
for is_pair in rng.random(170) < Q:
    product = (cell_b @ cell_b if is_pair else host) @ product
T_cont_random = bloch_transmission(host, product)
assert abs(T_cont_random - 1) < 1e-6
STEP = 0.010
T_off = []
for E in (eps_b - STEP, eps_b + STEP):
    cb = cell(E, WELL_B)
    T_off.append((dimer_formula(E), bloch_transmission(cell(E, WELL_A), cb @ cb)))
M_W, M_B = 0.075, 0.092
heavy_a, heavy_b = miniband(WELL_A, M_W, M_B), miniband(WELL_B, M_W, M_B)
J_heavy = (heavy_a[2] - heavy_a[0]) / 4
assert heavy_a[0] < heavy_b[1] < heavy_a[2]
cb = cell(heavy_b[1], WELL_B, M_W, M_B)
T_heavy = bloch_transmission(cell(heavy_b[1], WELL_A, M_W, M_B), cb @ cb)
assert abs(T_heavy - 1) < 1e-8

# Sizes of neglected effects
MONO, TAU = 0.28, 0.3                    # rough monolayer (nm), rough time (ps)
shift = miniband(WELL_A - MONO)[1] - eps_a
w_max = np.sqrt((4 * J**2 - delta**2) / CELLS)
ell_mono = (4 * J**2 - delta**2) / shift**2
length_nm = CELLS * (BARRIER + (1 - conc) * WELL_A + conc * WELL_B)
field = 2 * half / length_nm * 1e4       # V/nm to kV/cm
rate = 2 * J * np.sin(k0) / (sc.hbar / sc.e) * 1e-12   # cells per ps
kB = sc.k / sc.e

print(f"Input mass {MASS} m_e, barrier {HEIGHT:.2f} eV, {BARRIER} nm thick")
print(f"Input wells: host {WELL_A} nm, dimer {WELL_B} nm")
print(f"Input chain: L = {CELLS} cells, q = {Q}")
print(f"Host miniband bottom, top: {bot_a*1e3:.2f}, {top_a*1e3:.2f} meV")
print(f"eps_a = {eps_a*1e3:.2f} meV, eps_b = {eps_b*1e3:.2f} meV")
print(f"delta = {delta*1e3:.2f} meV, J = {J*1e3:.2f} meV")
print(f"|delta|/(2J) = {abs(delta)/(2*J):.4f}, k at resonance = {k0:.4f} rad")
print(f"T of one dimer at eps_b = {T_dimer:.10f}")
print(f"T of one single impurity at eps_b = {T_single:.4f}")
print(f"Largest in-band T of a dimer with delta = 2.5 J: {T_far:.4f}")
print(f"T of a random-dimer chain of 300 sites at eps_b = {T_random:.10f}")
print(f"Concentration of b sites = {conc:.4f}")
print(f"Unpaired impurities, L = {CELLS}: mean ln T = {lnT_unpaired:.2f}")
print(f"Unpaired impurities, typical T = {np.exp(lnT_unpaired):.2e}")
print(f"Window half-width, L = {CELLS}: {half*1e3:.3f} meV")
print(f"Extended states, L = {CELLS}: {extended_count(CELLS):.1f}")
print(f"Simulated mean ln T at lower window edge: {lnT_low:.3f}")
print(f"Simulated mean ln T at upper window edge: {lnT_high:.3f}")
print(f"Test L = {LONG}: window half-width {half_long*1e3:.3f} meV")
print(f"Test L = {LONG}: edge mean ln T = {lnT_long:.3f} (law: -1)")
print(f"Test L = {LONG}: levels counted {count_long:.1f}, "
      f"law {extended_count(LONG):.1f}")
print(f"Test L = {LONG}: site disorder {w_long*1e3:.3f} meV rms, "
      f"mean ln T = {lnT_noise:.3f} (law: -1)")
print(f"Continuous superlattice: dimer T at eps_b = {T_cont:.10f}")
print(f"Continuous superlattice: single b cell T = {T_cont_single:.4f}")
print(f"Continuous superlattice: random dimers T = {T_cont_random:.8f}")
for sign, (tb, cont) in zip("-+", T_off):
    print(f"T at eps_b {sign} {STEP*1e3:.0f} meV: tight binding {tb:.4f}, "
          f"continuous {cont:.4f}")
print(f"Second-neighbour J2 = {J2*1e3:.3f} meV, J2/J = {J2/J:.4f}")
print(f"J of the all-b lattice = {J_b*1e3:.2f} meV")
print(f"Heavier masses (rough): well {M_W}, barrier {M_B} m_e")
print(f"Heavier masses: eps_b = {heavy_b[1]*1e3:.2f} meV, "
      f"J = {J_heavy*1e3:.2f} meV, T = {T_heavy:.8f}")
print(f"Level shift for a well thinner by {MONO} nm: {shift*1e3:.2f} meV")
print(f"ell for site disorder of that rms size: {ell_mono:.1f} cells")
print(f"Site disorder giving ell = L: {w_max*1e3:.3f} meV rms")
print(f"Same as well-width rms (linear estimate): {w_max/shift*MONO:.4f} nm")
print(f"kT at 4 K = {kB*4*1e3:.3f} meV, at 300 K = {kB*300*1e3:.2f} meV")
print(f"Mean structure length = {length_nm:.0f} nm")
print(f"Field whose total drop equals the full window: {field:.4f} kV/cm")
print(f"Ballistic transit time = {CELLS/rate:.2f} ps")
print(f"Cells crossed in a rough scattering time {TAU} ps: {rate*TAU:.1f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Input mass 0.067 m_e, barrier 0.30 eV, 3.0 nm thick
Input wells: host 3.0 nm, dimer 2.6 nm
Input chain: L = 200 cells, q = 0.2
Host miniband bottom, top: 121.54, 203.45 meV
eps_a = 152.68 meV, eps_b = 172.96 meV
delta = 20.28 meV, J = 20.48 meV
|delta|/(2J) = 0.4951, k at resonance = 2.0888 rad
T of one dimer at eps_b = 1.0000000000
T of one single impurity at eps_b = 0.7548
Largest in-band T of a dimer with delta = 2.5 J: 0.2215
T of a random-dimer chain of 300 sites at eps_b = 1.0000000000
Concentration of b sites = 0.3333
Unpaired impurities, L = 200: mean ln T = -11.57
Unpaired impurities, typical T = 9.41e-06
Window half-width, L = 200: 5.567 meV
Extended states, L = 200: 19.9
Simulated mean ln T at lower window edge: -0.773
Simulated mean ln T at upper window edge: -1.307
Test L = 4000: window half-width 1.245 meV
Test L = 4000: edge mean ln T = -0.997 (law: -1)
Test L = 4000: levels counted 89.1, law 89.1
Test L = 4000: site disorder 0.563 meV rms, mean ln T = -0.995 (law: -1)
Continuous superlattice: dimer T at eps_b = 1.0000000000
Continuous superlattice: single b cell T = 0.8055
Continuous superlattice: random dimers T = 1.00000000
T at eps_b - 10 meV: tight binding 0.9413, continuous 0.9570
T at eps_b + 10 meV: tight binding 0.8858, continuous 0.9459
Second-neighbour J2 = -2.453 meV, J2/J = -0.1198
J of the all-b lattice = 25.49 meV
Heavier masses (rough): well 0.075, barrier 0.092 m_e
Heavier masses: eps_b = 155.65 meV, J = 12.95 meV, T = 1.00000000
Level shift for a well thinner by 0.28 nm: 13.83 meV
ell for site disorder of that rms size: 6.6 cells
Site disorder giving ell = L: 2.516 meV rms
Same as well-width rms (linear estimate): 0.0510 nm
kT at 4 K = 0.345 meV, at 300 K = 25.85 meV
Mean structure length = 1173 nm
Field whose total drop equals the full window: 0.0949 kV/cm
Ballistic transit time = 3.70 ps
Cells crossed in a rough scattering time 0.3 ps: 16.2
ALL CHECKS PASSED
```
